# Electrons Needed to Screen a Head-to-Head Ferroelectric Domain Wall: test program

```python
# Result under test: a flat head-to-head ferroelectric wall with polarization P
# on each side, normal to the wall, needs n = 2 P / e electrons per unit area
# for complete screening (zero macroscopic field in both domains).
# P: zero-field polarization; e: elementary charge; eps: linear permittivity.
# A residual field E_r pointing away from the wall lowers n to 2 (P - eps E_r) / e.
# SI units are used except in the electrode model, which uses nm and volts.
import numpy as np
from scipy.constants import e, epsilon_0, hbar, m_e, k
from scipy.linalg import solve_banded

P = 0.5                    # C/m2
eps_r = 25.0               # rough typical value for hafnia
coercive = 1.0e8           # V/m, rough
breakdown = 4.0e8          # V/m, rough
barrier = 2.0              # eV, electrode Fermi level to conduction edge, rough
lattice = 0.5e-9           # m, rough
wall_half_width = 0.5e-9   # m, rough
pyro = 50e-6               # C/(m2 K), rough size of the fall of P on heating
heating = 60.0             # K, from 25 C to 85 C
tilt_deg = 10.0
eps = epsilon_0 * eps_r

sigma_bound = 2 * P
n_full = sigma_bound / e


# Bound charge from the divergence of a smooth, possibly tilted, profile
def integrated_bound_charge(angle, width):
    s = np.linspace(-20 * width, 20 * width, 8001)
    x, y = s * np.cos(angle), s * np.sin(angle)
    step = 1e-3 * width

    def p_x(xx, yy):
        return -P * np.tanh((xx * np.cos(angle) + yy * np.sin(angle)) / width)

    rho = -(p_x(x + step, y) - p_x(x - step, y)) / (2 * step)
    return np.trapezoid(rho, s) if hasattr(np, "trapezoid") else np.trapz(rho, s)


for width in (0.2e-9, wall_half_width, 3e-9):
    assert abs(integrated_bound_charge(0.0, width) / sigma_bound - 1) < 1e-5
for degrees in (tilt_deg, 60.0):
    angle = np.radians(degrees)
    numeric = integrated_bound_charge(angle, wall_half_width)
    assert abs(numeric / (sigma_bound * np.cos(angle)) - 1) < 1e-5

# Explicit dipoles made of charged sheets, in vacuum, 20 cells on each side
cells = 20
separation = 0.2 * lattice
sheet = P * lattice / separation     # dipole moment per volume equals P
centres = (np.arange(-cells, cells) + 0.5) * lattice
direction = np.where(centres < 0, 1.0, -1.0)
positions = np.concatenate([centres + direction * separation / 2,
                            centres - direction * separation / 2])
charges = np.concatenate([np.full(2 * cells, sheet), np.full(2 * cells, -sheet)])


def cell_average_field(cell_centre, electron_charge):
    # electrons of charge -electron_charge sit at the wall; the electrodes
    # that supplied them keep half of the opposite charge each
    far = (cells + 2) * lattice
    pos = np.concatenate([positions, [0.0, -far, far]])
    chg = np.concatenate([charges, [-electron_charge, electron_charge / 2,
                                    electron_charge / 2]])
    x = cell_centre + ((np.arange(1000) + 0.5) / 1000 - 0.5) * lattice
    field = np.sign(x[:, None] - pos[None, :]) @ chg / (2 * epsilon_0)
    return field.mean()


left, right = centres[cells // 2], centres[cells + cells // 2]
nulling = []
for place in (left, right):
    f0, f1 = cell_average_field(place, 0.0), cell_average_field(place, 1.3)
    nulling.append(-f0 * 1.3 / (f1 - f0))
assert np.allclose(nulling, sigma_bound, rtol=1e-8)
partial = 0.8 * sigma_bound
field_right = cell_average_field(right, partial)
field_left = cell_average_field(left, partial)
assert field_right > 0 > field_left
for magnitude in (field_right, -field_left):
    assert abs(2 * (P - epsilon_0 * magnitude) / partial - 1) < 1e-8


# Electrode model: Poisson equation with zero-temperature Thomas-Fermi electrons.
# u = conduction edge minus Fermi level (eV); the electron number is not imposed.
def electrode_model(length, mass=1.0, h=0.02):
    points = int(round(2 * length / h)) + 1
    x = np.linspace(-length, length, points)
    kappa = e / eps * 1e9                                # V nm
    kinetic = hbar**2 / (2 * mass * m_e * e) * 1e18      # eV nm2
    dos = kinetic**-1.5 / (3 * np.pi**2)                 # nm^-3 eV^-1.5
    w = wall_half_width * 1e9
    edges_p = -P * np.tanh(np.append(x - h / 2, x[-1] + h / 2) / w)
    bound = -np.diff(edges_p) / h / e * 1e-18            # nm^-3
    u = np.full(points, barrier)
    for _ in range(100):
        depth = np.maximum(-u[1:-1], 0.0)
        curvature = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
        residual = -curvature + kappa * (bound[1:-1] - dos * depth**1.5)
        band = np.zeros((3, points - 2))
        band[0, 1:] = band[2, :-1] = -1 / h**2
        band[1] = 2 / h**2 + 1.5 * kappa * dos * np.sqrt(depth)
        change = solve_banded((1, 1), band, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-9:
            break
    else:
        raise AssertionError("electrode model did not converge")
    density = dos * np.maximum(-u, 0.0)**1.5
    count = density.sum() * h * 1e18                     # m^-2
    edge_field = (u[-1] - u[-2]) / h * 1e9               # V/m
    cumulative = np.cumsum(density) / density.sum()
    width90 = np.interp(0.95, cumulative, x) - np.interp(0.05, cumulative, x)
    return count, edge_field, -u.min(), width90


lengths = (5.0, 20.0, 80.0)
results = [electrode_model(length) for length in lengths]
shortfalls = [1 - r[0] / n_full for r in results]
assert shortfalls[0] > shortfalls[1] > shortfalls[2] > 0
assert shortfalls[2] < 0.02
estimate = eps * barrier / (lengths[2] * 1e-9) / P
assert 1.0 < shortfalls[2] / estimate < 1.3
for count, field, _, _ in results:
    assert abs(count / (2 * (P - eps * field) / e) - 1) < 1e-3
fine = electrode_model(5.0, h=0.01)
assert abs(fine[0] / results[0][0] - 1) < 2e-3
light = electrode_model(5.0, mass=0.5)
film_count, film_field, filling, width90 = results[0]
assert film_field > coercive
thermal = k * (298.15 + heating) / e
assert thermal < 0.1 * filling

n_coercive = 2 * (P - eps * coercive) / e
n_breakdown = 2 * (P - eps * breakdown) / e
n_tilt = n_full * np.cos(np.radians(tilt_deg))

print("INPUTS (material values are rough)")
print(f"Polarization P: {P:.2f} C/m2 = {P * 100:.0f} uC/cm2")
print(f"Elementary charge: {e:.6e} C")
print(f"Relative permittivity: {eps_r:.0f}")
print(f"Coercive field: {coercive / 1e8:.1f} MV/cm")
print(f"Breakdown field: {breakdown / 1e8:.1f} MV/cm")
print(f"Electrode barrier: {barrier:.1f} eV")
print(f"Lattice spacing: {lattice * 1e9:.1f} nm")
print(f"Wall half-width: {wall_half_width * 1e9:.1f} nm")
print("IDEAL WALL")
print(f"Bound charge 2P: {sigma_bound:.2f} C/m2 = {sigma_bound * 100:.0f} uC/cm2")
print(f"Bound charge from profile: {integrated_bound_charge(0, 5e-10):.5f} C/m2")
print(f"Nulling charge from dipole sheets: {nulling[0]:.5f} C/m2")
print(f"Electrons needed: {n_full:.4e} m^-2 = {n_full / 1e4:.4e} cm^-2")
print(f"Wrong count from P alone: {P / e / 1e4:.3e} cm^-2")
print(f"Electrons per cell face: {n_full * lattice**2:.2f}")
print(f"Field of unscreened wall: {P / eps / 1e8:.1f} MV/cm")
print("NEGLECTED EFFECTS")
print(f"Count at coercive residual field: {n_coercive / 1e4:.3e} cm^-2")
print(f"  share of full screening: {100 * n_coercive / n_full:.1f} %")
print(f"Count at breakdown residual field: {n_breakdown / 1e4:.3e} cm^-2")
print(f"  share of full screening: {100 * n_breakdown / n_full:.1f} %")
print(f"Count at {tilt_deg:.0f} degree tilt: {n_tilt / 1e4:.3e} cm^-2")
print(f"  reduction by tilt: {100 * (1 - n_tilt / n_full):.1f} %")
print(f"Pyroelectric coefficient size: {pyro * 1e6:.0f} uC/(m2 K)")
print(f"Reduction on heating by {heating:.0f} K: {100 * pyro * heating / P:.1f} %")
print("ELECTRODE MODEL, 10 nm film, wall at centre, free-electron mass")
print(f"Electron count: {film_count / 1e4:.3e} cm^-2")
print(f"Shortfall from full screening: {100 * shortfalls[0]:.1f} %")
print(f"Residual field: {film_field / 1e8:.1f} MV/cm")
print(f"Band filling at wall centre: {filling:.2f} eV")
print(f"kT at 85 C: {thermal:.3f} eV")
print(f"Width holding 90 % of electrons: {width90:.1f} nm")
print(f"Electron count with half the mass: {light[0] / 1e4:.3e} cm^-2")
for length, shortfall in zip(lengths[1:], shortfalls[1:]):
    print(f"Shortfall, domains {length:.0f} nm long: {100 * shortfall:.2f} %")
print("verified")
```

Running it gives:

```
INPUTS (material values are rough)
Polarization P: 0.50 C/m2 = 50 uC/cm2
Elementary charge: 1.602177e-19 C
Relative permittivity: 25
Coercive field: 1.0 MV/cm
Breakdown field: 4.0 MV/cm
Electrode barrier: 2.0 eV
Lattice spacing: 0.5 nm
Wall half-width: 0.5 nm
IDEAL WALL
Bound charge 2P: 1.00 C/m2 = 100 uC/cm2
Bound charge from profile: 1.00000 C/m2
Nulling charge from dipole sheets: 1.00000 C/m2
Electrons needed: 6.2415e+18 m^-2 = 6.2415e+14 cm^-2
Wrong count from P alone: 3.121e+14 cm^-2
Electrons per cell face: 1.56
Field of unscreened wall: 22.6 MV/cm
NEGLECTED EFFECTS
Count at coercive residual field: 5.965e+14 cm^-2
  share of full screening: 95.6 %
Count at breakdown residual field: 5.136e+14 cm^-2
  share of full screening: 82.3 %
Count at 10 degree tilt: 6.147e+14 cm^-2
  reduction by tilt: 1.5 %
Pyroelectric coefficient size: 50 uC/(m2 K)
Reduction on heating by 60 K: 0.6 %
ELECTRODE MODEL, 10 nm film, wall at centre, free-electron mass
Electron count: 4.653e+14 cm^-2
Shortfall from full screening: 25.5 %
Residual field: 5.7 MV/cm
Band filling at wall centre: 0.82 eV
kT at 85 C: 0.031 eV
Width holding 90 % of electrons: 1.8 nm
Electron count with half the mass: 4.418e+14 cm^-2
Shortfall, domains 20 nm long: 5.17 %
Shortfall, domains 80 nm long: 1.17 %
verified
```
